\section*{Depth straggle of implanted ions without energy-loss fluctuations}

\section{Equal tracks, unequal depths}

In a model of 20 keV hydrogen implanted into amorphous silicon, every ion travels along a track of the same length, 420 nm. Yet a tenth of the ions stop at depths below 177 nm, and another tenth stop deeper than 340 nm. The standard deviation of the depth, called the straggle, is 71 nm. No ion lost energy faster than another at the same point of its track. What, then, spreads them out?

The belief at issue is that ions of one initial energy stop at different depths because their energy losses fluctuate: some meet more energetic collisions, run out of energy early and stop shallow. Remove the fluctuations, the belief says, and all ions stop in one plane.

Part of this is right. If $S(E)$ is the energy lost per unit path length, an ion that slows from $E_0$ to a final energy $E_f$ travels
\begin{equation}
R=\int_{E_f}^{E_0}\frac{dE}{S(E)} .
\end{equation}
If the loss is deterministic, $R$ is the same for all ions. On straight tracks depth equals path length, and fluctuations of the loss are then the sole source of straggle. The word ``range'' helps the error along, since it can mean either length. But a bent track has a depth
\begin{equation}
z=\int_0^R \mu(s)\,ds ,
\label{depth}
\end{equation}
where $s$ is the path travelled and $\mu$ the cosine of the angle between the velocity and the inward beam axis. A common $R$ fixes the upper limit of this integral. It does not fix the integrand.

\section{What is assumed}

Elastic collisions with target atoms are taken as independent and Poisson distributed along the path, in an unbounded amorphous medium. A collision turns the velocity through a laboratory angle $\psi$, with all azimuths $\phi$ about the old direction equally likely.

A real elastic collision also costs energy. With $\theta$ the deflection in the centre-of-mass frame, hydrogen striking silicon loses the fraction $0.134\sin^2(\theta/2)$ of its energy, hence at most 13.4\%. The model includes the mean of this loss in $S(E)$ and drops its fluctuation. For fixed deflections the omission disappears as the target atom becomes infinitely heavy. For silicon it is an approximation, judged below by putting the fluctuations back.

Write $c=\cos\psi$, let $N$ be the atomic density and $d\sigma$ the differential cross-section. Three rates per unit path describe the scattering:
\begin{align}
\kappa_1&=N\!\int\! d\sigma\,(1-c), &
\kappa_2&=\tfrac32N\!\int\! d\sigma\,(1-c^2), &
m_2&=N\!\int\! d\sigma\,(1-c)^2 .
\end{align}
Since $(1-c)^2=2(1-c)-(1-c^2)$, they obey $m_2=2\kappa_1-\tfrac23\kappa_2$. They depend on energy. Because the slowing down is deterministic, energy is a function of $s$, and so the rates are known functions of $s$, the same for all ions. Let $K_l(s)=\int_0^s\kappa_l\,ds'$.

\section{How the direction is forgotten}

A collision changes $\mu$ to
\begin{equation}
\mu'=\mu c+\sqrt{1-\mu^2}\,\sin\psi\cos\phi .
\label{turn}
\end{equation}
Averaging over $\phi$ removes the term linear in $\cos\phi$ and replaces $\cos^2\phi$ by $1/2$:
\begin{equation}
\overline{\mu'}=\mu c,\qquad
\overline{\mu'^2}=\mu^2c^2+\tfrac12(1-\mu^2)(1-c^2).
\end{equation}
For $P_2(\mu)=(3\mu^2-1)/2$ the second result gives
\begin{equation}
\overline{P_2(\mu')}=\tfrac14\left(9\mu^2c^2-3\mu^2-3c^2+1\right)=P_2(\mu)P_2(c).
\end{equation}
Because $1-P_2(c)=\tfrac32(1-c^2)$, the averages of $\mu$ and $P_2(\mu)$ over all ions decay at the rates $\kappa_1$ and $\kappa_2$. Both start at 1, so
\begin{equation}
\langle\mu\rangle=e^{-K_1},\qquad
\langle\mu^2\rangle=\frac{1+2\langle P_2\rangle}{3}=\frac{1+2e^{-K_2}}{3}.
\label{averages}
\end{equation}

Now take an ion at $s$ with known direction cosine $\mu(s)$. At a later point $s'$ its expected cosine is $\mu(s)e^{-[K_1(s')-K_1(s)]}$. Its expected further gain in depth is therefore $\mu(s)G(s)$, with
\begin{equation}
G(s)=\int_s^R e^{-[K_1(s')-K_1(s)]}\,ds',\qquad
\frac{dG}{ds}=\kappa_1G-1 .
\label{G}
\end{equation}
In the derivative, $-1$ comes from the lower limit and $\kappa_1G$ from $K_1(s)$ in the exponent. The mean depth is $\langle z\rangle=G(0)$, which is less than $R$ as soon as there is scattering.

\section{The variance as a sum of surprises}

At each point of the track, form the best forecast of the final depth,
\begin{equation}
M(s)=z(s)+\mu(s)G(s).
\end{equation}
It starts at $M(0)=G(0)=\langle z\rangle$, the same for all ions, and ends at the actual depth, because $G(R)=0$. The variance of depth is thus the variance of the total change of $M$.

Between collisions, $\mu$ is constant and $M$ changes by
\begin{equation}
\mu\,ds+\mu(\kappa_1G-1)\,ds=\kappa_1\mu G\,ds .
\end{equation}
A collision changes $M$ by $G(\mu'-\mu)$. Its azimuthal average is $-G\mu(1-c)$, which contributes $-\kappa_1\mu G\,ds$ on average in the interval $ds$. The two cancel: given the past, the expected change of the forecast is zero.

Divide the path into short intervals with changes $\Delta M_i$. For $i<j$, first average $\Delta M_j$ with everything before interval $j$ held fixed. The result is zero, so $\langle\Delta M_i\Delta M_j\rangle=0$ and only squares remain:
\begin{equation}
\operatorname{Var}z=\sum_i\langle(\Delta M_i)^2\rangle .
\end{equation}
In an interval $ds$ the smooth change is of order $ds$, so its square, and its product with a collision of probability of order $ds$, are of order $ds^2$ and vanish in the sum. What survives is the squared jump. From (\ref{turn}), $\mu'-\mu=-\mu(1-c)+\sqrt{1-\mu^2}\sin\psi\cos\phi$, and the cross term averages to zero:
\begin{equation}
\overline{(\mu'-\mu)^2}=\mu^2(1-c)^2+\tfrac12(1-\mu^2)(1-c^2).
\end{equation}
Multiplying by $N\,d\sigma$ and integrating turns $(1-c)^2$ into $m_2$ and $\tfrac12(1-c^2)$ into $\kappa_2/3$. Hence
\begin{equation}
\boxed{\operatorname{Var}z=\int_0^R G^2\left[m_2\langle\mu^2\rangle+\frac{\kappa_2}{3}\left(1-\langle\mu^2\rangle\right)\right]ds}
\label{main}
\end{equation}

This refutes the belief. Neither term can be negative. Before the end of the path $G>0$, and (\ref{averages}) gives $\langle\mu^2\rangle\ge1/3$. The first term is therefore positive wherever collisions deflect, since $m_2$ vanishes only if $c=1$ in every collision. A common path length with random deflections cannot give a common depth.

A second route uses (\ref{depth}) directly. In the double integral for $z^2$, order the two points and count each pair twice:
\begin{equation}
\langle z^2\rangle=2\int_0^R\!ds\left\langle\mu(s)\int_s^R\!\mu(s')\,ds'\right\rangle
=2\int_0^R\langle\mu^2\rangle G\,ds .
\label{second}
\end{equation}
Subtracting $G(0)^2$ must reproduce (\ref{main}). For the hydrogen example both routes give 71.23 nm.

\section{Weak and strong scattering}

Take constant rates. If scattering is weak, then to first order $G=R-s$ and $\langle\mu^2\rangle=1$ in (\ref{main}), so
\begin{equation}
\operatorname{Var}z\simeq m_2\int_0^R(R-s)^2ds=\frac{m_2R^3}{3}.
\label{rare}
\end{equation}
This is the effect of rare single collisions. One at $s$ tilts the remaining track of length $R-s$ and costs a depth $(R-s)(1-c)$, whatever the azimuth, because the track before it lies along the beam.

The opposite kind of weak scattering consists of very many tiny deflections: $m_2\to0$ at fixed $\kappa_1$. Then $\kappa_2\to3\kappa_1$, and (\ref{averages}) gives $1-\langle\mu^2\rangle\simeq\tfrac23\kappa_2s=2\kappa_1s$. The second term of (\ref{main}) becomes
\begin{equation}
\operatorname{Var}z\simeq2\kappa_1^2\int_0^R s(R-s)^2ds
=2\kappa_1^2\,\frac{R^4}{12}=\frac{\kappa_1^2R^4}{6}.
\end{equation}
In the same limit the mean depth falls short of $R$ by $\int_0^R\kappa_1s\,ds=\kappa_1R^2/2$. The straggle, $\kappa_1R^2/\sqrt6$, is $2/\sqrt6\approx0.82$ of that shortfall. Here, whatever shortens the mean depth also spreads it by a comparable amount.

If scattering is strong, $\kappa_1R\gg1$ and $\kappa_2R\gg1$, then over most of the path $G\simeq1/\kappa_1$ and $\langle\mu^2\rangle\simeq1/3$. The integrand of (\ref{main}) tends to
\begin{equation}
\frac{1}{\kappa_1^2}\left(\frac{m_2}{3}+\frac{2\kappa_2}{9}\right)=\frac{2}{3\kappa_1},
\end{equation}
where $m_2=2\kappa_1-\tfrac23\kappa_2$ was used. So $\operatorname{Var}z\simeq2R/(3\kappa_1)$: the ion diffuses. The mean depth saturates at $1/\kappa_1$ while the straggle grows as $\sqrt R$.

\section{Hydrogen in silicon}

The example takes $N=50\ \mathrm{nm^{-3}}$ and an electronic stopping of $0.6\sqrt{E/\mathrm{eV}}$ eV/nm, which is 84.9 eV/nm at 20 keV. Deflections follow from classical scattering in the universal screened potential. Tracking ends at 50 eV. Electronic stopping alone would give a path
\begin{equation}
\frac{2}{0.6}\left(\sqrt{20000}-\sqrt{50}\right)\ \mathrm{nm}\approx448\ \mathrm{nm}.
\end{equation}
The mean elastic loss, 3.1\% of the total, shortens it to $R=420.4$ nm.

The transport mean free path $1/\kappa_1$ is 2122 nm at 20 keV, five times the whole track. It falls to 245 nm at 5 keV and to 30 nm at 1 keV. An ion thus starts out nearly straight and ends with no memory of the beam: the mean direction cosine at the end is zero to four decimals. The mean depth is 266.5 nm and the straggle 71.2 nm, or 27\% of the mean depth.

The variance is $71.23^2\approx5070\ \mathrm{nm^2}$, of which the $m_2$ term in (\ref{main}) supplies 58.5\%. Half of the variance has arisen by $s=191$ nm, where the ion still has 6.9 keV. The last 100 nm, the most crooked part of the track, supplies only about 12\% of the variance, because $G$ is small there. Following the ions down to 10 eV adds 8.7 nm of path but only 0.06 nm of straggle.

The lateral spread follows from the same argument. Replace $\mu$ by the direction cosine $u_x$ along a transverse axis, with $\langle u_x^2\rangle=(1-\langle\mu^2\rangle)/2$. Subtracting (\ref{main}) from the result, and using $\langle\mu^2\rangle-\langle u_x^2\rangle=e^{-K_2}$ and $\kappa_2/3-m_2=\kappa_2-2\kappa_1$, gives
\begin{equation}
\operatorname{Var}x-\operatorname{Var}z=\int_0^RG^2(\kappa_2-2\kappa_1)e^{-K_2}\,ds .
\end{equation}
For small deflections $\kappa_2$ is near $3\kappa_1$ and the difference is positive. In the example $\kappa_2/\kappa_1$ is about 2.5 at 20 keV and has dropped below 2 at 200 eV, where the integrand is negative. But that part of the track counts little, because $G$ and $e^{-K_2}$ are small there. The lateral straggle is 89.9 nm, larger than the depth straggle. Isotropic scattering, with $\kappa_2=\kappa_1$, would reverse the order.

These formulas were tested against a simulation of 6000 ions with identical path lengths and individually drawn collisions. It gave a mean depth of $265.7\pm0.9$ nm, a depth straggle of $71.4\pm1.2$ nm and a lateral straggle of 90.4 nm, where $\pm$ denotes one standard error. Formulas and simulation share the same scattering potential, so their agreement supports the statistics, not the potential. The remaining figures are in the numerical output.

The simulated depths have a skewness of about $-1.6$: the long tail points towards the surface. The rare-collision limit shows how this can arise. Each collision there subtracts depth, and for such a Poisson sum the third central moment is $-\tfrac14R^4N\int d\sigma(1-c)^3$, which is negative.

\section{Putting the fluctuations back}

Two further simulations let the energy loss fluctuate. Each elastic collision now takes its own energy. The electronic loss fluctuates with the Bohr variance, reduced at low velocity by the Lindhard--Scharff factor, and is drawn from a gamma distribution, which is a model choice.

With deflections switched off, the depth straggle is 21.2 nm. This is all that the believed cause supplies here, against 71.2 nm from deflections alone; in variance the ratio is about 11. The straight-track value depends on where tracking ends, and the ratio runs from about 10.5 for a cutoff of 10 eV to about 13 for 200 eV. With both present, the straggle is $71.6\pm1.0$ nm, which 6000 ions cannot distinguish from the value without fluctuations; a rise of about 1 nm lies within this error. The mean depth moves deeper by about 2 nm.

Adding the two variances would have given $\sqrt{71.2^2+21.2^2}\approx74.3$ nm. There is a reason to expect less. Suppose an ion loses a little extra energy $\delta E$ at $s$. It then has the energy it would otherwise have reached a distance $\delta s=\delta E/S$ further on. By (\ref{G}), its expected final depth changes by
\begin{equation}
\mu\frac{dG}{ds}\,\delta s=-\mu(1-\kappa_1G)\,\delta s .
\end{equation}
On a straight track the change would be $-\delta s$. If $\kappa_1$ grows along the path, as the mean free paths above indicate, then $G\le\int_0^\infty e^{-\kappa_1(s)t}dt=1/\kappa_1(s)$, and the factor $1-\kappa_1G$ lies between 0 and 1. At the start it is $1-266.5/2122\approx0.87$. Lost path is partly path that would have led nowhere in depth. The argument is first order and covers electronic fluctuations, which the model draws independently of the deflections. In a real target both depend on how closely the ion passes an atom. An elastic loss comes together with its own deflection, and that correlation is not included. The simulated value lies 2.7 standard errors below 74.3 nm, which agrees with the argument without proving it.

The ranking of the two causes belongs to this example. As deflections become weaker at fixed energy-loss fluctuations, (\ref{main}) tends to zero and the fluctuations take over.

\section{How far the numbers carry over}

Hydrogen implants at tens of keV are used to split thin layers from silicon wafers, and 20 keV is at the low end of that regime. The atomic density is close to that of silicon. The stopping coefficient is a rough value: tabulated electronic stopping of protons in silicon (ICRU 49) lies 20 to 30\% higher over this energy range, and would bring the mean depth to about 224 nm and the straggle to about 54 nm, with deflections still the dominant cause. Raising the coefficient by 10\%, with all else fixed, lowers the mean depth to 248.6 nm and the straggle to 64.3 nm, so even the second digit of the results describes the model and not a wafer.

A real target also has a surface. In the simulation with fluctuations, 0.8\% of the ions cross the surface plane. Removing them lowers the straggle from 71.6 to 66.4 nm, because these few lie far out in the tail. A further departure is that wafers are crystals. Ions entering within a few degrees of a $\langle100\rangle$ axis can be channeled between atomic rows. Their collisions are then correlated, and (\ref{main}) does not apply. The resulting change of straggle was not computed. Nor does the model follow hydrogen that moves after it has stopped, as it may on heating.

\section*{Numbers as computed}
\begin{verbatim}
Initial energy: 20.0 keV
Tracking ends at: 50 eV
Atomic density: 50 nm^-3
Electronic stopping coefficient: 0.6 eV^0.5/nm
Electronic stopping at 20 keV: 84.9 eV/nm
Screening length: 0.0165 nm
Mean free path between collisions: 0.271 nm
Largest impact parameter: 0.153 nm
Largest fractional energy transfer: 0.134
Worst relative angle error vs trajectory: 0.00 ppm
Transport mean free path at 20000 eV: 2121.8 nm
Transport mean free path at 5000 eV: 245.3 nm
Transport mean free path at 1000 eV: 29.8 nm
Elastic share of mean energy loss: 3.1 %
-- identical path lengths, formulas --
Common path length: 420.4 nm
Mean depth: 266.5 nm
Depth straggle, collision-sum formula: 71.23 nm
Depth straggle, direct second moment: 71.23 nm
Lateral straggle, one axis: 89.9 nm
Variance share of m2 term: 58.5 %
Half of variance arisen by energy: 6945 eV
Half of variance arisen by path: 190.9 nm
Mean direction cosine at end: 0.0000
-- identical path lengths, Monte Carlo --
Number of ions: 6000
Mean depth: 265.7 nm
Standard error of mean depth: 0.9 nm
Depth straggle: 71.4 nm
Standard error of depth straggle: 1.2 nm
Lateral straggle, one axis: 90.4 nm
Depth skewness: -1.59
10th percentile of depth: 177.2 nm
90th percentile of depth: 339.5 nm
-- energy-loss fluctuations restored, Monte Carlo --
Straight tracks: mean depth: 420.0 nm
Straight tracks: depth straggle: 21.2 nm
Deflected tracks: path-length spread: 20.8 nm
Deflected tracks: mean depth: 269.1 nm
Deflected tracks: depth straggle: 71.6 nm
Standard error of that straggle: 1.0 nm
Ions that cross the surface plane: 0.8 %
Mean depth without those ions: 271.5 nm
Depth straggle without those ions: 66.4 nm
-- sensitivity of the identical-path result --
Straggle shift, impact cutoff x1.5: -0.004 nm
Mean shift, impact cutoff x1.5: -0.005 nm
Straggle shift, end at 10 eV: 0.059 nm
Mean shift, end at 10 eV: 0.000 nm
Path shift, end at 10 eV: 8.7 nm
Mean depth, electronic stopping +10%: 248.6 nm
Straggle, electronic stopping +10%: 64.3 nm
Critical channeling angle, <100> crystal: 3.5 degrees
\end{verbatim}
